# The Oscillatory Boundary Layer Beside a Wafer in a Megasonic Bath

A flat, rigid wafer stands at rest in water carrying a weak sound wave of angular frequency $\omega$. The wafer occupies the plane $y=0$, the water fills $y>0$, and $x$ runs along the surface in the plane of incidence. Water touching the wafer does not slip, so the tangential motion of the sound must be brought to rest near the surface. The problem is to find the distance over which this happens and its dependence on frequency.

The water is a Newtonian liquid with uniform equilibrium density $\rho_0$, shear viscosity $\eta$ and bulk viscosity $\zeta$. Pressure depends on density alone, with sound speed $c$. The flow is laminar, without bubbles or steady streaming, and the surface is smooth. Define

$$\nu=\frac{\eta}{\rho_0},\qquad \beta=\frac{\zeta+\eta/3}{\rho_0},\qquad s=\frac{\rho-\rho_0}{\rho_0}.$$

The algebra uses atomic units, in which $\hbar=1$. A frequency is then an energy and a kinematic viscosity is an energy times a length squared. Numbers are given as $\hbar\omega$ in eV, $\hbar\nu$ in eV Å$^2$ and lengths in Å. The physics is classical: $\hbar$ cancels from every ratio $\nu/\omega$.

## (a) What spreads from the wall?

**Linearise the equations of motion and find separate equations for the vorticity and the compression.**

**Solution.** To first order in the disturbance, conservation of mass gives

$$\partial_t s=-\Theta,\qquad \Theta=\partial_xv_x+\partial_yv_y .$$

The pressure disturbance is $c^2\rho_0s$. Dividing the momentum equation by $\rho_0$ gives

$$\partial_t\mathbf v=-c^2\nabla s+\nu\nabla^2\mathbf v+\beta\nabla\Theta .$$

The discarded term $(\mathbf v\cdot\nabla)\mathbf v$ must be small compared with $\partial_t\mathbf v$. Let $A$ be the largest velocity amplitude of the sound in any direction, $U$ its tangential amplitude at the wall, and $k$ the wavenumber along the wall. Advection along the wall gives a ratio of order $kA/\omega$, which is at most $A/c$ because a propagating sound wave has $k\le\omega/c$. Advection normal to the wall crosses the steep velocity gradient $U/\delta$ of the layer, whose thickness $\delta$ is found in (c). The wafer blocks normal motion, so at height $\delta$ the normal velocity is at most of order $A\omega\delta/c$. The ratio is then $(A\omega\delta/c)(U/\delta)/(\omega U)=A/c$. The condition is therefore $A\ll c$. Near normal incidence, where $U$ is much smaller than $A$, requiring only $U\ll c$ would not be enough.

Now take the curl, with $\Omega=\partial_xv_y-\partial_yv_x$. Both gradient terms vanish, because mixed derivatives commute:

$$\partial_t\Omega=\nu\nabla^2\Omega .$$

Vorticity diffuses, with diffusivity $\nu$. Neither the sound speed nor the bulk viscosity appears.

The divergence of the momentum equation is

$$\partial_t\Theta=-c^2\nabla^2s+(\nu+\beta)\nabla^2\Theta .$$

Inserting $\Theta=-\partial_ts$ and changing the overall sign gives

$$\partial_t^2s=c^2\nabla^2s+(\nu+\beta)\nabla^2\partial_ts ,$$

which is a damped sound wave. The two kinds of motion are independent in the bulk; the wall couples them.

## (b) The two decay constants

**Let every field vary as $e^{ikx-\kappa y-i\omega t}$, with the real part understood. Find the possible $\kappa$, and show which quantities each motion carries.**

**Solution.** For this form, $\partial_t\to-i\omega$ and $\nabla^2\to\kappa^2-k^2$. The vorticity equation becomes

$$-i\omega\,\Omega=\nu(\kappa^2-k^2)\,\Omega .$$

If $\Omega\ne0$, then

$$\kappa^2=k^2-\frac{i\omega}{\nu}\qquad\text{(shear mode)}.$$

The compression equation gives $-\omega^2s=[c^2-i\omega(\nu+\beta)](\kappa^2-k^2)s$. If $s\neq0$,

$$\kappa_a^2=k^2-\frac{\omega^2}{c^2-i\omega(\nu+\beta)}\qquad\text{(sound mode)}.$$

When the two values differ, a shear mode cannot satisfy the compression equation unless $s=0$. It therefore has no pressure disturbance and no divergence. Likewise the sound mode has $\Omega=0$. The layer beside the wafer is the shear mode.

## (c) The thickness

**Define the thickness as the distance over which the amplitude of the shear mode falls by a factor $e$. Find it when the motion varies slowly along the wafer, and find the first correction.**

**Solution.** First let $k\to0$, so that $\kappa^2=-i\omega/\nu$. Since $(1-i)^2=1-2i-1=-2i$,

$$\kappa^2=\frac{\omega}{2\nu}(1-i)^2,\qquad \kappa=\pm\sqrt{\frac{\omega}{2\nu}}\,(1-i).$$

The layer must die away into the water, so $\operatorname{Re}\kappa>0$ and the upper sign applies. The amplitude varies as $e^{-y\operatorname{Re}\kappa}$, and the thickness is

$$\boxed{\delta=\frac1{\operatorname{Re}\kappa}=\sqrt{\frac{2\nu}{\omega}}},\qquad \kappa=\frac{1-i}{\delta}.$$

This is a diffusion length: in a time of order $1/\omega$, vorticity spreads over a distance of order $\sqrt{\nu/\omega}$ before the wall starts producing vorticity of the opposite sign.

For finite $k$, use $\omega/\nu=2/\delta^2$:

$$\kappa^2=-\frac{2i}{\delta^2}+k^2=-\frac{2i}{\delta^2}\left(1+\frac{i k^2\delta^2}{2}\right),$$

because $1/(-2i)=i/2$. With $\sqrt{1+z}\simeq1+z/2$,

$$\kappa\simeq\frac{1-i}{\delta}\left(1+\frac{i k^2\delta^2}{4}\right).$$

The product $(1-i)\,i=i+1$ contributes $+1$ to the real part. Hence

$$\operatorname{Re}\kappa\simeq\frac1\delta\left(1+\frac{k^2\delta^2}{4}\right),\qquad \frac1{\operatorname{Re}\kappa}\simeq\delta\left(1-\frac{k^2\delta^2}{4}\right).$$

Variation along the surface thus makes the layer slightly thinner. The simple formula requires $k\delta\ll1$.

## (d) What the sound must supply

**Use the conditions at the wafer to decide when a layer forms, and show that the sound velocity outside it may be treated as uniform across it.**

**Solution.** Let the incident and reflected sound together have tangential velocity amplitude $U$ at $y=0$. No slip requires the shear mode to have tangential amplitude $-U$ there. Its divergence vanishes, $ikv_x-\kappa v_y=0$, so its normal velocity at the wall is

$$v_y=\frac{ik}{\kappa}v_x=-\frac{ikU}{\kappa}.$$

The wafer is impenetrable, so the sound must carry the opposite normal velocity, $+ikU/\kappa$. Its size is $k\delta U/\sqrt2$, since $|\kappa|=\sqrt2/\delta$.

Sound has no vorticity, so its tangential velocity has the slope $\partial_yv_x=ikv_y=-k^2U/\kappa$ at the wall. Its second derivative is $\kappa_a^2U\simeq-q^2U$, where $q^2=\omega^2/c^2-k^2$ and weak sound damping is neglected. Close to the wafer,

$$v_x^{\text{sound}}\simeq U\left(1-\frac{k^2y}{\kappa}-\frac{q^2y^2}{2}\right).$$

For $y$ of order $\delta$, both corrections are at most of order $(\omega\delta/c)^2$. The outer velocity is therefore nearly uniform across the layer when $\delta$ is far below the sound wavelength.

At normal incidence $k=0$, and the sound moves the water along $y$ alone. Then $U=0$ and no shear layer forms on a rigid wafer. The formula for $\delta$ gives the scale of a layer if tangential motion exists; it does not guarantee that motion. In a bath, tangential motion can come from oblique incidence or from variation of the sound field along the wafer.

## (e) The velocity profile

**Write the tangential velocity just outside the layer as $U\cos\omega t$, with $U$ real. Find the velocity inside the layer and the velocity gradient at the wafer.**

**Solution.** The shear mode carries no pressure, so the pressure gradient that accelerates the outer water also acts inside the layer. To leading order in $\omega\delta/c$,

$$\partial_tu=\frac{d}{dt}(U\cos\omega t)+\nu\,\partial_y^2u,\qquad u(0,t)=0,$$

with $u\to U\cos\omega t$ far from the wall on the scale of $\delta$. Put $u=U\cos\omega t+w$. The driving term cancels, leaving $\partial_tw=\nu\partial_y^2w$ with $w(0,t)=-U\cos\omega t$. The decaying solution is

$$w=-U\operatorname{Re}\left[e^{-(1-i)y/\delta}e^{-i\omega t}\right]
=-Ue^{-y/\delta}\cos\left(\omega t-\frac y\delta\right),$$

so that

$$u(y,t)=U\left[\cos\omega t-e^{-y/\delta}\cos\left(\omega t-\frac y\delta\right)\right].$$

The length $\delta$ is the $1/e$ length of the amplitude of the deficit $U\cos\omega t-u$. It is not a sharp edge. Requiring the deficit amplitude to fall to 1% of $U$ gives a height $\delta\ln100\simeq4.6\delta$ instead. A criterion on the velocity amplitude gives other heights: it first reaches $0.99U$ near $1.4\delta$ and stays within 1% of $U$ only beyond about $4.1\delta$. Nor does the velocity amplitude approach $U$ from below at every height: at $y=\pi\delta$ the second cosine is $-\cos\omega t$, and the amplitude is $U(1+e^{-\pi})$, slightly above $U$.

For the wall gradient, differentiate the deficit term:

$$\partial_yu=\frac U\delta e^{-y/\delta}\left[\cos\left(\omega t-\frac y\delta\right)-\sin\left(\omega t-\frac y\delta\right)\right].$$

At $y=0$, the identity $\cos a-\sin a=\sqrt2\cos(a+\pi/4)$ gives

$$\partial_yu\big|_{0}=\frac{\sqrt2\,U}{\delta}\cos\left(\omega t+\frac\pi4\right).$$

The wall shear leads the outer velocity by $45^\circ$. Outside the layer only inertia balances the driving force, so the velocity lags that force by $90^\circ$. Near the wall viscous drag enters the balance, and the lag is only $45^\circ$.

The velocity amplitude at height $y$ is $U|1-e^{-\kappa y}|$. Expanding to second order in $y/\delta$,

$$U|\kappa y|\left|1-\frac{\kappa y}{2}\right|\simeq\frac{\sqrt2\,Uy}{\delta}\left(1-\frac{y}{2\delta}\right),$$

because the imaginary part of $\kappa y/2$ changes the modulus at the next order.

## (f) The frequency scaling and a case where it fails

**Find the scaling of $\delta$ at fixed viscosity. Then consider water in a narrow gap of width $2h$ driven by the same pressure gradient, and decide whether the same length governs the flow.**

**Solution.** Taking the logarithm of the result in (c),

$$\ln\delta=\tfrac12\ln(2\nu)-\tfrac12\ln\omega,\qquad \frac{d\ln\delta}{d\ln\omega}=-\frac12 .$$

Fourfold frequency halves $\delta$. At equal $U$, it doubles the wall gradient. If the bath temperature changes along with the frequency, $\nu$ changes too, and the observed slope need not be $-1/2$.

For the gap, place non-slip walls at $y=0$ and $y=2h$ and assume a pressure gradient uniform across it. Here $U$ denotes the amplitude that the same gradient would produce in water without viscosity. The complex amplitude $\hat w$ obeys $\hat w''=\kappa^2\hat w$, with $\hat w=-U$ at both walls. The solution symmetric about $y=h$ gives

$$\hat u=U\left[1-\frac{\cosh\kappa(y-h)}{\cosh\kappa h}\right].$$

If $h\gg\delta$ and $y$ is near the lower wall, the ratio tends to $e^{\kappa(h-y)}/e^{\kappa h}=e^{-\kappa y}$, and the single-wall layer returns. If $h\ll\delta$, use $\cosh z\simeq1+z^2/2$:

$$\hat u\simeq\frac{U\kappa^2}{2}\left[h^2-(y-h)^2\right]
=-\frac{i\omega U}{2\nu}\,y(2h-y).$$

This is a parabolic flow in step with the instantaneous driving force, which points towards lower pressure. Its width is set by $h$ at every frequency in this limit, and no separate boundary layer exists. The inverse square-root law therefore describes an open wafer surface or a wide gap, not the flow width inside a gap much narrower than $\delta$.

## (g) Evaluation in water

**Take rough values for water at about 20 °C, $\hbar\nu=0.066$ eV Å$^2$ and $\hbar c=0.0099$ eV Å. Evaluate the layer for $\hbar\omega=1$, $4$ and $16\times10^{-9}$ eV, and check the approximations.**

**Solution.** For the middle drive,

$$\delta^2=\frac{2(0.066)}{4.0\times10^{-9}}\ \text{Å}^2=3.3\times10^7\ \text{Å}^2,
\qquad \delta\simeq5745\ \text{Å}.$$

The extra digits serve only the comparison below. The viscosity of water depends strongly on temperature: at 25 °C it is about 11% lower, which makes $\delta$ about 6% smaller. Converted, the result is $0.57$ micrometre at $0.97$ MHz.

The equation in (e) was also integrated numerically from rest, on one grid used for all three frequencies. The thickness was then fitted to the decay of the computed deficit.

| $\hbar\omega$ (eV) | $\delta$, formula (Å) | $\delta$, simulation (Å) | Wall gradient$/U$ (Å$^{-1}$) |
|---|---:|---:|---:|
| $1\times10^{-9}$ | 11489 | 11468 | $1.23\times10^{-4}$ |
| $4\times10^{-9}$ | 5745 | 5732 | $2.46\times10^{-4}$ |
| $16\times10^{-9}$ | 2872 | 2866 | $4.92\times10^{-4}$ |

The fitted exponent is $-0.5001$. The simulated thicknesses lie about 0.2% below the formula in all three cases. This is what remains of the start from rest: the profile was taken from the sixth period. A start-up followed for twelve periods gives 11485, 5742 and 2871 Å, and for twenty-four periods 11488, 5744 and 2872 Å, so the tabulated simulation values are good to about 0.2%, not to all the digits shown.

In converted units the scaling law for this water is

$$\delta\approx0.565\ \text{micrometre}\times\left(\frac{f}{1\ \text{MHz}}\right)^{-1/2},\qquad f=\frac{\omega}{2\pi}.$$

Since $\delta\propto\sqrt\nu$, a small relative error in the viscosity produces half that relative error in $\delta$.

Consider next a point 500 Å from the wafer. At the middle drive, the linear estimate of the velocity amplitude is

$$\frac{\sqrt2\,(500)}{5745}\,U\simeq0.123\,U .$$

The correction factor from (e) is $1-500/(2\times5745)\simeq0.956$, which reduces this to $0.118U$, in agreement with the full formula. At fourfold frequency the full formula gives $0.226U$. The increase is a little less than twofold because 500 Å is then a larger fraction of $\delta$, and the profile bends away from its initial slope.

This shows how a thinner layer brings faster oscillation closer to the surface. It does not by itself establish that a particle will be removed. That also depends on $U$, on the adhesion, and on effects left out here, such as bubbles and streaming. Nor is $\delta$ the thickness of the layer formed by a steady rinse flow, which has no oscillation period to limit the spread of vorticity.

The sound wavelength at the middle drive is

$$\lambda=\frac{2\pi(0.0099)}{4.0\times10^{-9}}\ \text{Å}\simeq1.56\times10^7\ \text{Å},$$

so $\delta/\lambda\simeq3.7\times10^{-4}$. The rough input $\hbar c=0.0099$ eV Å corresponds to about 1504 m/s, some 1.5% above the sound speed at 20 °C (about 1482 m/s). The latter value gives $\lambda\simeq1.53\times10^7$ Å and raises the corrections below, which scale as $1/c^2$, by about 3%. For propagating sound the largest $k$ is $\omega/c$, and the thickness correction $k^2\delta^2/4$ is then $1.35\times10^{-6}$ relative to $\delta$.

The uniform outer flow can be checked in the same way. At $45^\circ$ incidence $k^2=q^2=\omega^2/(2c^2)$, so $k^2\delta^2=q^2\delta^2\simeq2.7\times10^{-6}$. At $y=5\delta$, the curvature term in (d) is $25(2.7\times10^{-6})/2\simeq3.4\times10^{-5}$. The slope term is $5k^2\delta^2/(1-i)$, with real and imaginary parts both near $0.7\times10^{-5}$. Together they have modulus about $4.1\times10^{-5}$. A solution of the full linear compressible equations, compared with the simple profile out to $5\delta$, gives a largest deviation of $4.1\times10^{-5}U$. Within this linear model, compressibility is negligible for the layer at this angle. The numerical output below lists the remaining comparisons.

## Numbers as computed

```
Rough water input hbar*nu: 0.066 eV angstrom^2
Rough water input hbar*c: 0.0099 eV angstrom
Prefactor sqrt(2*hbar*nu): 0.3633 eV^0.5 angstrom
Drive quantum hbar*omega: 1.0e-09 eV
  delta, formula: 11489 angstrom
  delta, simulation: 11468 angstrom
  wall gradient/U, formula: 1.231e-04 1/angstrom
  wall gradient/U, simulation: 1.231e-04 1/angstrom
  wall shear phase lead, simulation: 45.00 degrees
  speed/U at 500 angstrom, formula: 0.0602
  same speed/U, simulation: 0.0602
Drive quantum hbar*omega: 4.0e-09 eV
  delta, formula: 5745 angstrom
  delta, simulation: 5732 angstrom
  wall gradient/U, formula: 2.462e-04 1/angstrom
  wall gradient/U, simulation: 2.462e-04 1/angstrom
  wall shear phase lead, simulation: 44.99 degrees
  speed/U at 500 angstrom, formula: 0.1178
  same speed/U, simulation: 0.1178
Drive quantum hbar*omega: 1.6e-08 eV
  delta, formula: 2872 angstrom
  delta, simulation: 2866 angstrom
  wall gradient/U, formula: 4.924e-04 1/angstrom
  wall gradient/U, simulation: 4.923e-04 1/angstrom
  wall shear phase lead, simulation: 44.95 degrees
  speed/U at 500 angstrom, formula: 0.2257
  same speed/U, simulation: 0.2256
Fitted frequency exponent, simulation: -0.5001
Thickness ratio for fourfold frequency: 0.4999
Middle drive, 1% height, formula: 26455 angstrom
Middle drive, 1% height, simulation: 26444 angstrom
Middle drive, sound wavelength: 1.555e+07 angstrom
Middle drive, delta/wavelength: 3.69e-04
Largest finite-k thickness correction: 1.35e-06 (relative)
Compressible profile deviation at 45 deg: 4.09e-05 of U
Middle drive, converted frequency: 0.967 MHz
Middle drive, converted delta: 0.574 micrometre
Converted scaling prefactor: 0.565 micrometre MHz^0.5
```
